\section*{Peltier heat and reset-current asymmetry at a phase-change heater contact, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: weighting the heat sources}

\subsection{The cell and the question}

In a mushroom-type phase-change memory cell, a narrow metallic heater touches a layer of phase-change material. A current pulse heats the region around the contact. If the material next to the heater melts and is then cooled quickly, it freezes as a glass of high resistance, and the cell has been reset. Joule heat does not change when the current is reversed. The contact, however, joins two conductors with different Seebeck coefficients, and there the current also releases or absorbs Peltier heat, which changes sign with the current. One polarity therefore melts the material at a smaller current than the other. The question is how large the difference is, and which resistance of the cell sets it.

Here the reset current means the steady current at which the contact reaches the melting temperature $T_m$. This is the onset of a melt that covers the contact; a thicker melt needs more current. The current is imposed by the external circuit. The far ends of the heater and of the material are held at the sink temperature $T_0$. The contact is taken as a surface of uniform temperature and uniform electric potential, with no electrical or thermal resistance of its own. Within each body the Seebeck coefficient is a constant, $S_h$ in the heater and $S_p$ in the material. The current $I$ is counted positive when conventional current flows from the heater into the material. The two reset currents are written as positive magnitudes: $I_\rightarrow$ for flow from heater to material, $I_\leftarrow$ for flow from material to heater.

\subsection{Energy balance and the sign of the Peltier heat}

Let $\mathbf j$ be the current density, $\rho$ the resistivity, $k$ the heat conductivity and $V$ the electrochemical potential divided by the carrier charge, which is what a voltmeter reads. The thermoelectric relations for the field and the heat flux are
\begin{align}
-\nabla V &= \rho\,\mathbf j + S\nabla T, \\
\mathbf q &= -k\nabla T + S T\,\mathbf j .
\end{align}
The second term of $\mathbf q$ is the heat carried by the current. In the steady state the heat leaving a volume element equals the electrical work done in it, $\nabla\cdot\mathbf q=-\mathbf j\cdot\nabla V$. Charge conservation gives $\nabla\cdot\mathbf j=0$, so that
\begin{equation}
\nabla\cdot(ST\,\mathbf j)=\mathbf j\cdot\nabla(ST)=S\,\mathbf j\cdot\nabla T+T\,\mathbf j\cdot\nabla S .
\end{equation}
The term $S\,\mathbf j\cdot\nabla T$ also appears in the electrical work and cancels. What remains is
\begin{equation}
\nabla\cdot(k\nabla T)+\rho j^2-T\,\mathbf j\cdot\nabla S=0 .
\label{eq:balance}
\end{equation}

Since $S$ is constant inside each body, the last term acts at the contact alone, where $S$ steps from $S_h$ to $S_p$. Integrating it across the step at contact temperature $T_c$ gives the heat released there per unit time,
\begin{equation}
P_c=-T_c\,(S_p-S_h)\,I .
\label{eq:peltier}
\end{equation}
For a p-type material on a metal, usually $S_p>S_h$. Current from heater to material then absorbs heat at the contact: holes entering the material carry more heat per unit charge than the current brought through the metal, and the difference is taken from the contact. The reversed current releases heat. At the far ends of the cell there are Peltier sources too, but these ends are sinks at fixed temperature and absorb the heat without warming.

At reset $T_c=T_m$, so the relevant Peltier coefficient is
\begin{equation}
\Pi=T_m\,(S_p-S_h).
\end{equation}

The Seebeck field does not alter the current pattern. In each body the first relation can be written $\rho\,\mathbf j=-\nabla\psi$ with $\psi=V+ST$. On the contact and on the far end both $V$ and $T$ are uniform, hence so is $\psi$. The pattern of $\mathbf j$ follows from $\nabla\cdot\mathbf j=0$ and these boundary values, and its size is proportional to $I$.

\subsection{A weight for each heat source}

Let $\theta=T-T_0$. The heater also loses heat through its side wall. This is described by a loss $\gamma\theta$ per unit volume, with $\gamma=0$ in the material. Away from the contact,
\begin{equation}
\nabla\cdot(k\nabla\theta)-\gamma\theta+\rho j^2=0 .
\label{eq:theta}
\end{equation}
Introduce a dimensionless function $\phi$ that obeys the same equation without sources,
\begin{equation}
\nabla\cdot(k\nabla\phi)-\gamma\phi=0,
\end{equation}
with $\phi=1$ on the contact and $\phi=0$ on the sinks. It is the shape of the temperature rise when the contact is heated and no current flows.

Take one of the two bodies, labelled $b$, with outward normal $n$. Green's identity reads
\begin{equation}
\int_b\left[\phi\,\nabla\cdot(k\nabla\theta)-\theta\,\nabla\cdot(k\nabla\phi)\right]dV
=\oint k\left(\phi\,\partial_n\theta-\theta\,\partial_n\phi\right)dA .
\end{equation}
On the left the two differential equations give $\phi(\gamma\theta-\rho j^2)-\theta\gamma\phi=-\phi\rho j^2$. On the right, sinks contribute nothing because $\phi=\theta=0$ there, and insulated walls contribute nothing because both normal derivatives vanish. If a sink lies at infinity, $\phi$ and $\theta$ both fall as the inverse distance, the integrand falls as the inverse cube, and the surface grows as the square, so that part also vanishes. On the contact $\phi=1$ and $\theta=\theta_c$. Therefore
\begin{equation}
-\int_b\phi\,\rho j^2\,dV=Q_b-K_b\theta_c,
\label{eq:green}
\end{equation}
where
\begin{equation}
Q_b=\int_c k\,\partial_n\theta\,dA,\qquad K_b=\int_c k\,\partial_n\phi\,dA .
\end{equation}
$Q_b$ is the heat conducted from the contact into the body, and $K_b$ is the thermal conductance of the body as seen from the contact.

The contact stores no heat. What is conducted away from it must equal what is released on it, $Q_h+Q_p=P_c$. Adding equation (\ref{eq:green}) for both bodies and inserting (\ref{eq:peltier}) at $T_c=T_m$ gives
\begin{equation}
K\,(T_m-T_0)=I^2R_{\rm eff}-\Pi I ,
\label{eq:master}
\end{equation}
with $K=K_h+K_p$ and
\begin{equation}
R_{\rm eff}=\frac{1}{I^2}\int\phi\,\rho j^2\,dV .
\label{eq:reff}
\end{equation}
Because $j\propto I$, $R_{\rm eff}$ does not depend on the current. It counts each watt of Joule heat by its power to warm the contact: fully at the contact, not at all at a sink. Peltier heat is released on the contact and has weight one.

\subsection{The two reset currents}

For the two polarities insert $I=I_\rightarrow$ and $I=-I_\leftarrow$ in (\ref{eq:master}):
\begin{align}
R_{\rm eff}I_\rightarrow^2-\Pi I_\rightarrow&=K(T_m-T_0),\\
R_{\rm eff}I_\leftarrow^2+\Pi I_\leftarrow&=K(T_m-T_0).
\end{align}
Subtraction removes the right-hand side:
\begin{equation}
R_{\rm eff}(I_\rightarrow-I_\leftarrow)(I_\rightarrow+I_\leftarrow)=\Pi\,(I_\rightarrow+I_\leftarrow).
\end{equation}
The sum of the two magnitudes is positive and may be divided out, so
\begin{equation}
I_\rightarrow-I_\leftarrow=\frac{\Pi}{R_{\rm eff}} .
\label{eq:result}
\end{equation}
This is the first-order asymmetry. In the present model it has no higher correction, because the contact stands at the same temperature $T_m$ at both thresholds and $\Pi$ is the same number in both equations.

The separate currents do have higher terms. With $I_0^2=K(T_m-T_0)/R_{\rm eff}$, the positive roots are
\begin{align}
I_{\rightarrow,\leftarrow}&=\sqrt{I_0^2+\frac{\Pi^2}{4R_{\rm eff}^2}}\pm\frac{\Pi}{2R_{\rm eff}} \\
&=I_0\pm\frac{\Pi}{2R_{\rm eff}}+\frac{\Pi^2}{8R_{\rm eff}^2I_0}+\dots
\label{eq:roots}
\end{align}
The upper sign belongs to $I_\rightarrow$. The quadratic term raises both currents equally and drops out of the difference.

\subsection{The weights for a rod and a disc}

Take first a body without side loss and with uniform $k$ and $\rho$. Then $\psi$ and $\phi$ both obey Laplace's equation with the same kind of boundaries, and $\psi$ is a linear function of $\phi$. With resistance $R$ between contact and far end, $|\nabla\psi|=IR\,|\nabla\phi|$ and $\rho j^2=(IR)^2|\nabla\phi|^2/\rho$. Let $\Lambda=\int_c\partial_n\phi\,dA$, a length fixed by the shape. From $\nabla\cdot(\phi\nabla\phi)=|\nabla\phi|^2$ and $\nabla\cdot(\phi^2\nabla\phi)=2\phi|\nabla\phi|^2$ the divergence theorem gives
\begin{equation}
\int|\nabla\phi|^2dV=\Lambda,\qquad \int\phi\,|\nabla\phi|^2dV=\frac{\Lambda}{2}.
\end{equation}
The first integral makes the total Joule heat $I^2R=(IR)^2\Lambda/\rho$, so $R=\rho/\Lambda$; likewise $K_b=k\Lambda$. The second shows that the weighted heat is half the total, $I^2R/2$, whatever the shape.

The material is modelled as a half-space touched by a disc of radius $a$. Use coordinates $r=a\cosh\mu\cos\nu$, $z=a\sinh\mu\sin\nu$, in which $\mu=0$ is the disc and $\nu=0$ the insulated plane around it. The scale factors along $\mu$ and $\nu$ are equal, so for $\phi(\mu)$ Laplace's equation is $(\cosh\mu\,\phi')'=0$. The flux through a surface of constant $\mu$ is
\begin{equation}
\Lambda=-\phi'\,2\pi a\cosh\mu\int_0^{\pi/2}\cos\nu\,d\nu=-2\pi a\cosh\mu\,\phi' .
\end{equation}
Integrating $\phi'$ from the disc to infinity with $\int_0^\infty d\mu/\cosh\mu=\pi/2$ gives $1=\Lambda/(4a)$. Hence
\begin{equation}
R_p=\frac{\rho_p}{4a},\qquad K_p=4k_pa .
\end{equation}

The heater is a rod of length $L$ and cross-section $A=\pi a^2$, with temperature uniform across it and side loss $g=\gamma A$ per unit length. With $x=0$ at the sink and $x=L$ at the contact, $\phi''=m^2\phi$, where $m^2=g/(k_hA)$, and $\phi=\sinh mx/\sinh mL$. Its slope at the contact gives
\begin{equation}
K_h=k_hA\,m\coth mL .
\end{equation}
The weighted resistance is
\begin{align}
R_{{\rm eff},h}&=\frac{\rho_h}{A}\int_0^L\frac{\sinh mx}{\sinh mL}\,dx
=\frac{\rho_h}{Am}\,\frac{\cosh mL-1}{\sinh mL}\\
&=R_h\,\frac{\tanh(mL/2)}{mL},\qquad R_h=\frac{\rho_hL}{A}.
\end{align}
For $mL\to0$ this is $R_h/2$, and the asymmetry becomes $2\Pi/(R_h+R_p)$. For $mL\gg1$ it tends to $\rho_h/(Am)$: heat made farther than about $1/m$ from the contact escapes sideways.

\subsection{Numbers for a cell with a 20 nm contact radius}

The parameters are rough round values in the regime of Ge$_2$Sb$_2$Te$_5$ on a heater based on titanium nitride: $a=20$ nm, $L=60$ nm, $\rho_h=15$ and $\rho_p=12\ \mu\Omega\,$m, $k_h=5$ and $k_p=1.8$ W/(m K), $S_h=5$ and $S_p=45\ \mu$V/K, $T_0=300$ K, $T_m=900$ K. The heater sits in a dielectric of conductivity $k_d=1.2$ W/(m K) whose surface at radius $b=100$ nm is at $T_0$. Radial conduction through this sleeve gives $g=2\pi k_d/\ln(b/a)=4.685$ W/(m K), and $mL=1.638$. The sleeve is thicker than the heater is long, so purely radial conduction is only a rough description of the side loss. The insulated plane around the disc is an idealization too, because the dielectric also touches the material there and draws heat from it. So is the isothermal contact: a rod carries a uniform current, an equipotential disc an edge-peaked one, and in an axisymmetric cell with these parameters the rim is about 80 K cooler than the centre when the centre melts. Depending on whether the centre, the mean or the rim is required to reach $T_m$, on how the dielectric conducts and on the thickness of the layer, the reset currents then differ from the values below by up to about 15\%, while the asymmetry stays between roughly 90 and $105\ \mu$A.

The resistances are $R_h=716.2\ \Omega$ and $R_p=150\ \Omega$. Their weighted values are $294.9\ \Omega$ and $75\ \Omega$, so $R_{\rm eff}=369.9\ \Omega$. The thermal conductances are $K_h=185$ and $K_p=144$ nW/K. Without Peltier heat,
\begin{equation}
I_0=\sqrt{\frac{(329\ {\rm nW/K})(600\ {\rm K})}{369.9\ \Omega}}=0.731\ {\rm mA}.
\end{equation}
The Peltier coefficient is $900\ {\rm K}\times40\ \mu{\rm V/K}=36$ mV, and
\begin{equation}
I_\rightarrow-I_\leftarrow=\frac{36\ {\rm mV}}{369.9\ \Omega}=97\ \mu{\rm A},
\end{equation}
which is 13\% of $I_0$. The separate currents are $I_\rightarrow=0.781$ mA and $I_\leftarrow=0.684$ mA; their common second-order shift is $1.6\ \mu$A. With the side loss removed and all else fixed, the asymmetry would be $83\ \mu$A. Side loss raises it because less of the heater's Joule heat reaches the contact, while the Peltier heat keeps its full weight.

\section{Second derivation: temperature profiles matched at the contact}

\subsection{What is carried over}

The heater (subscript $h$) and the phase-change material (subscript $p$) meet at a contact of radius $a$ and area $A$. The current $I$ is positive from heater to material, $\theta=T-T_0$ is the rise above the sinks, and $\theta_m=T_m-T_0$. The Peltier coefficient is $\Pi=T_m(S_p-S_h)$. The material has resistance $R_p=\rho_p/\Lambda$ and thermal conductance $K_p=k_p\Lambda$, with $\Lambda=4a$. The heater has length $L$, resistance $R_h$, side loss $g$ per unit length, $m^2=g/(k_hA)$, conductance $K_h=k_hAm\coth mL$ and weighted resistance $R_{{\rm eff},h}=R_h\tanh(mL/2)/(mL)$. The first derivation gave $I_\rightarrow-I_\leftarrow=\Pi/R_{\rm eff}$ with $R_{\rm eff}=R_{{\rm eff},h}+R_p/2$. The same result is now obtained without a weight function for the sources, by solving for the temperature in each body.

\subsection{Profile in the material}

Let $u$ be the solution of Laplace's equation in the material with $u=1$ on the contact and $u=0$ far away. The electrical drop is $IR_p$, so the Joule heat density is $(IR_p)^2|\nabla u|^2/\rho_p$. Try a temperature that depends on position through $u$ alone. Since $\nabla^2u=0$,
\begin{equation}
\nabla\cdot(k_p\nabla\theta)=k_p\,\frac{d^2\theta}{du^2}\,|\nabla u|^2 .
\end{equation}
The factor $|\nabla u|^2$ cancels from the heat equation, which confirms the trial form. With $\rho_pk_p=R_pK_p$,
\begin{equation}
\frac{d^2\theta}{du^2}=-\frac{I^2R_p^2}{\rho_pk_p}=-\frac{I^2R_p}{K_p}.
\end{equation}
The solution with $\theta=0$ at $u=0$ and $\theta=\theta_m$ at $u=1$ is
\begin{equation}
\theta=\theta_m u+\frac{I^2R_p}{2K_p}\,u(1-u).
\label{eq:profile}
\end{equation}
The heat conducted from the contact into the material is $k_p\Lambda\,d\theta/du$ at $u=1$, that is
\begin{equation}
Q_p=K_p\theta_m-\tfrac12I^2R_p .
\label{eq:qp}
\end{equation}

The first derivation has given the difference between the two reset currents as $\Pi/R_{\rm eff}$, and the second has so far found the temperature profile in the material and the heat $Q_p$ conducted into it from the contact. It remains to solve for the heater and match the two bodies at the contact, then to check whether the contact melts first and to examine the effects the model leaves out.

Numerical values quoted here were computed with a short program.
